# Mean Pore Chord of a Two-Phase Film with Exponential Correlation, part 2

The problem is to find the mean pore chord and internal surface of a porous low-k film from its porosity $\phi$ and the correlation length $\xi$ measured by small-angle scattering. The film has two phases, pore and wall (skeleton), with sharp interfaces, and is statistically homogeneous and isotropic. A chord is an uninterrupted stretch of one phase on a straight test line. The means $\ell_p$ (pore) and $\ell_w$ (wall) count each chord once, and $n$ is the number of pore chords per length of line.

The normalised density correlation at distance $r$ is assumed to be $\gamma(r)=e^{-r/\xi}$. The probability that two points at distance $r$ both lie in pores is $S_2(r)$; that the first lies in a pore and the second in the wall, $P(r)$:

$$
S_2(r)=\phi^2+\phi(1-\phi)\gamma(r),\qquad P(r)=\phi(1-\phi)[1-\gamma(r)].
$$

At wavenumber transfer $q$ the scattered intensity is

$$
I(q)=K\int e^{-i\mathbf q\cdot\mathbf r}\gamma(r)\,d^3r=\frac{I(0)}{(1+q^2\xi^2)^2},
$$

where $K$ contains the contrast and $\phi(1-\phi)$. It falls to one quarter at $q=1/\xi$.

The first route counted pore ends, the points where a line passes from pore to wall. With $F_p(r)$ and $F_w(r)$ the fractions of pore and wall chords no longer than $r$, it gave

$$
n r\,[1-F_p(r)-F_w(r)]\le P(r)\le n r,
$$

$$
n=\frac{\phi(1-\phi)}{\xi},\qquad \ell_p=\frac{\xi}{1-\phi},\qquad \ell_w=\frac{\xi}{\phi}.
$$

The bounds were tested on a line with uniformly distributed pore chords and gamma-distributed wall chords.

For any finite initial slope, $\ell_p=\frac{1}{(1-\phi)\,|\gamma'(0)|}$.

The second route considers interface area $S$ in a large film volume $V$. Each element $dA$ has unit normal $\mathbf m$ from pore to wall; $\mathbf u$ is a unit vector, and $(y)_+$ means $y$ if positive and zero otherwise. For small $r$,

$$
P(r)=\frac{r}{V}\int(\mathbf u\cdot\mathbf m)_+\,dA .
$$

Averaging over directions gives $\langle(\mathbf u\cdot\mathbf m)_+\rangle=\frac14$, hence

$$
\frac{S}{V}=\frac{4\phi(1-\phi)}{\xi}.
$$

The example has $\phi=0.30$, quarter-intensity wavenumber $1.00\ \mathrm{nm^{-1}}$ and $\xi=1.00$ nm, so $\ell_p=1.43$ nm.

### The mean chord from volume and area

Now fill the volume with parallel test lines of direction $\mathbf u$, one for each small area $\delta$ of the plane perpendicular to them. Each piece of line of length $\ell$ represents the volume $\delta\ell$. The pore volume is therefore

$$
\phi V=\delta\sum_{\rm pore\ chords}\ell .
$$

Every pore chord leaves its pore through the interface at a place where $\mathbf u\cdot\mathbf m>0$. The element $dA$ presents the projected area $(\mathbf u\cdot\mathbf m)_+dA$ to the lines, so the number of pore chords is

$$
N_{\rm ch}=\frac1\delta\int(\mathbf u\cdot\mathbf m)_+\,dA .
$$

Chords cut by the outer boundary of $V$ become negligible in number as $V$ grows. The mean chord in this direction is the summed length divided by the number:

$$
\ell_p(\mathbf u)=\frac{\phi V/\delta}{N_{\rm ch}}
=\frac{\phi V}{\int(\mathbf u\cdot\mathbf m)_+\,dA}.
$$

In the isotropic film the integral is $S/4$, and therefore

$$
\ell_p=\frac{4\phi V}{S}
=4\phi\,\frac{\xi}{4\phi(1-\phi)}
=\frac{\xi}{1-\phi}.
$$

This is the result of the first route. The factor $1/4$ entered twice, once in the correlation and once in the number of chords, and cancelled. The mean chord would have come out correctly without it, but the area would not.

For the example,

$$
\frac SV=\frac{4\times0.30\times0.70}{1.00\ \mathrm{nm}}
=0.84\ \mathrm{nm^{-1}}=840\ \mathrm{m^2/cm^3},
$$

since $1\ \mathrm{nm^{-1}}=10^9\ \mathrm{m^2/m^3}=10^3\ \mathrm{m^2/cm^3}$. This is area per volume of film, pores included. It is a geometric area: it counts closed pores and narrow parts that a molecule cannot enter. In the random-plane medium built below, 18 % of the pore chords of this example are shorter than a water molecule, about 0.28 nm across.

A pore diameter can be quoted once a shape is agreed. A sphere of diameter $D$ has volume $\pi D^3/6$ and surface $\pi D^2$, hence a volume-to-surface ratio $D/6$. For the film the ratio is $\phi V/S=\ell_p/4$. Equal ratios require $D=3\ell_p/2$, which is 2.14 nm here. This equivalent diameter does not imply that the pores are spheres.

### A medium that has the assumed correlation

It remains to be seen whether a film with an exponential correlation can exist at every porosity. An explicit construction settles this. Cut space by random planes, placed independently and uniformly with isotropic orientations, so that a test line meets them at random with an average rate $1/\xi$. The planes divide space into convex cells. Make each cell a pore with probability $\phi$, independently of the others.

The number of planes that separate two points at distance $r$ has a Poisson distribution with mean $r/\xi$. The probability that none separates them, so that they share a cell, is $e^{-r/\xi}$. If they share a cell, both are in a pore with probability $\phi$. If they do not, the probability is $\phi^2$. Therefore

$$
S_2(r)=\phi e^{-r/\xi}+\phi^2(1-e^{-r/\xi})
=\phi^2+\phi(1-\phi)e^{-r/\xi},
$$

which is the assumed law for every $\phi$ between 0 and 1.

The chord can be followed directly in this medium. A straight line does not return to a convex cell it has left, so each new cell on the line brings an independent choice. A pore chord reaches planes at the rate $1/\xi$, and at each plane it ends with probability $1-\phi$. It ends at the constant rate $(1-\phi)/\xi$, whatever its length so far. Its length is then exponentially distributed with mean $\xi/(1-\phi)$. The factor $1/(1-\phi)$ has a plain meaning here: a pore chord can run through several adjacent pore cells, and the mean number of cells in it is $1/(1-\phi)$.

From a random pore point in this medium, the remaining chord is exponential with mean $\ell_p$ in the forward direction and again in the backward direction. The chord through such a point has the mean $2\ell_p$. This factor of two belongs to the exponential chord distribution and was not derived for other media.

The medium was simulated in three dimensions with 8000 independent sets of planes, with a test line of length $20\xi$ in each. At $r/\xi=0.3$, 1.0 and 2.0 and $\phi=0.30$, the measured correlations were 0.744, 0.368 and 0.134, against 0.741, 0.368 and 0.135 from the exponential. The mean chords, in units of $\xi$, were:

| $\phi$ | pore, measured | $1/(1-\phi)$ | wall, measured | $1/\phi$ |
|---|---|---|---|---|
| 0.15 | 1.18 | 1.18 | 6.57 | 6.67 |
| 0.30 | 1.42 | 1.43 | 3.29 | 3.33 |
| 0.60 | 2.52 | 2.50 | 1.66 | 1.67 |

All three wall chords lie slightly below the formula, by at most 1.4 % of its value. The sampling scatter of a wall chord in a run of this size is about 0.5 to 0.7 %, so the deviations amount to between 0.8 and 2.5 standard deviations. The same sets of planes served all three porosities, so these deviations are not independent. The test allowed 4 %. The interface area, measured on the planes and not on the lines, was $0.841/\xi$ per volume at $\phi=0.30$, against $0.840/\xi$. The chord through a random pore point averaged $2.83\,\xi$, against $2.86\,\xi$.

### What the two derivations assume

Both derivations require two phases with sharp interfaces, statistical homogeneity, and a porosity that refers to the same pores as the correlation. Both use $\gamma$ near $r=0$ alone. They differ in what they demand of the interface and in what they deliver.

The first requires a finite number of pore ends per length of line. It does not ask whether the interface has a normal, and it provides bounds at finite $r$. It holds along any single direction, provided that $\gamma$ is measured along that direction. Isotropy entered the first half through the conversion of scattering data into $\xi$, not through the counting.

The second requires an interface with a finite area and a normal almost everywhere. In return it gives the area. In an isotropic film one direction is enough for this; otherwise the initial slope of $\gamma$ has to be averaged over all directions. Without isotropy its formula for $\ell_p(\mathbf u)$ still holds. The integral $\int(\mathbf u\cdot\mathbf m)_+dA$ then drops out between the correlation and the chord, and

$$
\ell_p(\mathbf u)=\frac{\xi(\mathbf u)}{1-\phi},
$$

where $1/\xi(\mathbf u)$ is the initial slope of $-\gamma$ along $\mathbf u$.

The random-plane medium assumes far more than either, namely a complete rule for building the structure. It yields the full chord distribution, but for that structure. Neither general derivation gives the distribution.

### Departures from the model in the example

The film faces cut chords. Along the normal of a film of thickness $L$, the mean number of pore pieces on a line is the probability $\phi$ that the line starts in a pore, plus the number $nL$ of later entries into pores. The mean pore length is $\phi L$. With $n=\phi/\ell_p$,

$$
\ell_{\rm piece}=\frac{\phi L}{\phi+\phi L/\ell_p}
=\frac{\ell_p}{1+\ell_p/L}.
$$

For $L=100$ nm this is 1.41 nm, or 1.4 % below $\ell_p$. In the simulation with $L=20\xi$, the mean piece was $1.329\,\xi$, against $1.333\,\xi$ from the formula.

A real interface has a finite width. If the sharp density profile is smeared by a Gaussian of standard deviation $\sigma$, the scattering amplitude is multiplied by $e^{-q^2\sigma^2/2}$ and the intensity by $e^{-q^2\sigma^2}$. Let $q_*$ be the measured quarter-intensity wavenumber. Then

$$
\frac{e^{-q_*^2\sigma^2}}{(1+q_*^2\xi^2)^2}=\frac14
\quad\Longrightarrow\quad
\xi=\frac{1}{q_*}\sqrt{2e^{-q_*^2\sigma^2/2}-1}.
$$

The second form follows by taking the positive square root and solving for $\xi$. With $\sigma=0.20$ nm, $\xi$ is 0.98 nm and the chord of the underlying sharp structure is 1.40 nm, 2.0 % below the uncorrected value. The smearing makes the intensity fall faster, and an uncorrected reading attributes this to a longer $\xi$.

A flat background acts in the opposite direction. If it makes up a fraction $b$ of the measured $I(0)$, the quarter point satisfies

$$
\frac{1-b}{(1+q_*^2\xi^2)^2}+b=\frac14 .
$$

For $b=0.02$ the solution is $\xi=1.03$ nm, and the chord is 1.47 nm, 3.2 % above the uncorrected value.

The porosity enters through $1/(1-\phi)$. At fixed $\xi$, a porosity of 0.27 gives 1.37 nm and a porosity of 0.33 gives 1.49 nm, which are changes of $-4.1$ % and $+4.5$ %. The area $S/V$ follows $\phi(1-\phi)$ and changes by $-6.1$ % and $+5.3$ %. A porosity that is too low, and with it a calculated chord that is too short, can arise if the porosity is found from the uptake of a vapour, which fills only accessible pores, while scattering also sees closed ones.

Shrinkage along the film normal breaks isotropy. Let an isotropic structure be compressed by the factor $f=0.90$ along the normal, with both phases compressed alike so that $\phi$ is unchanged. A separation with normal component $z$ in the film had the component $z/f$ before. For a direction whose cosine with the normal is $\mu$, this gives

$$
\frac1{\xi(\mu)}=\frac1\xi\sqrt{1-\mu^2+\frac{\mu^2}{f^2}} .
$$

In the plane, $\mu=0$ and the chord stays at 1.43 nm. Along the normal, $\mu=1$ and it is $0.90\times1.43=1.29$ nm. If lines of all directions are pooled, the numbers of chords per length are averaged, so $\ell_p$ is divided by the mean of the square root over $\mu$ from 0 to 1. The result is 1.38 nm, 3.6 % below the in-plane value. Scattering with $\mathbf q$ in the film plane does not reveal the shrinkage: substituting $z=fz_0$ in the Fourier integral multiplies the integral by $f$, and the compression changes the contrast in $K$ by a further factor independent of $q$, so the shape of the curve is unchanged. Numerical integration gives $I(1/\xi)/I(0)=0.2500$ for the shrunken film.

### The example beside real films

The parameters are round values chosen in the rough regime of porous organosilicate low-k films, whose pores are roughly 2 nm across. The equivalent diameter of 2.14 nm is of that size, but it follows from the quarter-intensity wavenumber only if the correlation is exponential. Among the departures sized above, the shrinkage moves the chord most in a single direction, by 10 % along the normal. Averaged over directions its effect is 3.6 %, which is slightly less than the 4 to 5 % caused by the porosity error of 0.03. The assumption most open to doubt is the exponential law itself. Pores left by a removed template can have a preferred size or spacing, and $I(q)^{-1/2}$ is then not a straight line in $q^2$. The error can then exceed all the departures above. For equal spherical pores of radius $R$ that overlap at random at $\phi=0.30$, the mean pore chord is $1.60R$, while the quarter-intensity reading gives $0.56R$, or 0.35 of it; a chord of 1.43 nm would place the quarter point at $2.85\ \mathrm{nm^{-1}}$. For lognormal radii with logarithmic width 0.3 and 0.5 the reading gives 0.46 and 0.75 of the chord, and in the last case the plot is straight within about 3 % from $0.2q_*$ to $1.5q_*$. The chord then has to be found from the initial slope of $\gamma$ of the sharp structure, which is set by the intensity at large $q$. The interface width must be removed first, because a smeared profile has $\gamma'(0)=0$: with $\sigma=0.20$ nm and $\xi=1$ nm, $[1-\gamma(r)]/r$ is $0.009\ \mathrm{nm^{-1}}$ at $r=0.01$ nm instead of nearly $1\ \mathrm{nm^{-1}}$. The numerical output lists the values used in this example.

## Computed results

```
EXAMPLE INPUTS
porosity phi = 0.30
quarter-intensity wavenumber = 1.00 nm^-1
film thickness = 100 nm
EXAMPLE RESULTS
correlation length xi = 1.000 nm
pore chords per line length n = 0.210 nm^-1
mean pore chord = 1.429 nm
mean wall chord = 3.333 nm
S/V = 0.840 nm^-1 = 840 m^2/cm^3
equivalent sphere diameter = 2.143 nm
COUNTING LEMMA, NON-EXPONENTIAL CHORDS (dimensionless)
shift r = 0.05, mean pore chord = 1.007, mean wall chord = 1.212
P(r)/(n r) = 0.9855, lower bound = 0.9724, upper bound = 1
RANDOM-PLANE SIMULATION (lengths in units of xi)
realisations = 8000, line length = 20
r = 0.3: correlation = 0.744, exp(-r) = 0.741
r = 1.0: correlation = 0.368, exp(-r) = 0.368
r = 2.0: correlation = 0.134, exp(-r) = 0.135
phi = 0.15: pore chord = 1.176 (formula 1.176), wall chord = 6.574 (formula 6.667)
phi = 0.30: pore chord = 1.424 (formula 1.429), wall chord = 3.292 (formula 3.333)
phi = 0.60: pore chord = 2.516 (formula 2.500), wall chord = 1.660 (formula 1.667)
S/V at phi = 0.30: 0.841 (formula 0.840)
mean piece on cut line: 1.329 (formula 1.333)
chord through random pore point: 2.831 (formula 2.857)
I(1/xi)/I(0) by quadrature = 0.250000
NEGLECTED EFFECTS IN THE EXAMPLE
film faces: mean normal piece = 1.408 nm (-1.4 %)
interface smearing sigma = 0.20 nm: xi = 0.980 nm, pore chord = 1.400 nm (-2.0 %)
background 2 % of I(0): xi = 1.032 nm, pore chord = 1.474 nm (+3.2 %)
normal shrinkage = 10 %: in-plane chord = 1.429 nm, normal chord = 1.286 nm
direction-averaged chord after shrinkage = 1.377 nm (-3.6 %)
in-plane I(1/xi)/I(0) after shrinkage = 0.2500
phi = 0.27: pore chord = 1.370 nm (-4.1 %)
phi = 0.33: pore chord = 1.493 nm (+4.5 %)
```
